**Negative static screening in a stable electron gas**

The program tests the statement that a stable electron system obeys 1/ε(q,0) ≤ 1, so that its static dielectric function ε is either at least 1 or negative. For the electron gas it uses ε = 1 + P/(1 − GP), where P = −vχ0 is the Coulomb interaction times the Lindhard response and G is a static local-density local-field factor. It asserts that the Lindhard formula agrees with its momentum-space integral and that long-wave screening agrees with the compressibility obtained from the total energy. At r_s = 8 it asserts that every sampled ε lies on an allowed branch and that the static stability condition holds on the grid. At two wave numbers it asserts that the loss spectrum reproduces the negative 1/ε and the strength sum rule, and that the dispersion relation for ε itself needs a term from a pole in the upper half-plane. The output shows ε ≈ −6.5 at q = 1.5 k_F, where the RPA gives 2.8, and a sign change of the compressibility at r_s = 5.25. A fully diagonalized ring with two electrons gives ε ≈ −0.34, with the response to an applied potential matching the sum over states.

## Check in Python

```python
# Result under test: a stable electron system obeys 1/eps(q,0) <= 1, so the
# static dielectric function eps(q,0) is either >= 1 or negative.
# Electron gas: eps = 1 + P/(1 - G P), P = -v chi0, v = e^2/(eps0 q^2),
# G = -fxc/v (static local-density kernel), chi0 = -N0 L (Lindhard function).
# Scaled variables: Q = q/kF, W = hbar omega/EF; N0 = density of states at EF.
import numpy as np
from types import SimpleNamespace
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf.dft import libxc

a0 = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]
e, eps0, hbar, me = sc.e, sc.epsilon_0, sc.hbar, sc.m_e


def xc_data(n):
    """Exchange-correlation energy per electron (J) and kernel (J m^3)."""
    out = libxc.eval_xc("LDA_X,LDA_C_PW", np.array([n * a0**3]), deriv=2)
    exc = np.ravel(out[0])[0] * hartree
    fxc = np.ravel(out[2][0])[0] * hartree * a0**3
    return exc, fxc


def fermi_energy(n):
    return hbar**2 * (3 * np.pi**2 * n)**(2 / 3) / (2 * me)


def make_gas(rs):
    n = 3 / (4 * np.pi * (rs * a0)**3)
    kF = (3 * np.pi**2 * n)**(1 / 3)
    EF = fermi_energy(n)
    N0 = 1.5 * n / EF
    fxc = xc_data(n)[1]
    return SimpleNamespace(
        rs=rs, n=n, kF=kF, EF=EF, N0=N0, fxc=fxc,
        a=e**2 * N0 / (eps0 * kF**2), g=-fxc * N0,
        Wp=hbar * np.sqrt(n * e**2 / (eps0 * me)) / EF)


def lindhard(Q, W=0.0):
    """L = -chi0/N0 for W on the real axis (retarded) or above it."""
    W = complex(W)

    def H(nu):
        return 2 * nu + (1 - nu**2) * (np.log(nu + 1) - np.log(nu - 1))
    # numpy complex type gives the retarded branch for negative arguments
    up = np.asarray(W / (2 * Q) + Q / 2, dtype=complex)
    down = np.asarray(W / (2 * Q) - Q / 2, dtype=complex)
    return (H(up) - H(down)) / (4 * Q)


def epsilon(gas, Q, W=0.0, local_field=True):
    L = lindhard(Q, W)
    g = gas.g if local_field else 0.0
    return 1 + gas.a * L / Q**2 / (1 - g * L)


def static_from_fields(gas, Q):
    """Solve the coupled equations for total potential and density in SI."""
    v = e**2 / (eps0 * (Q * gas.kF)**2)
    chi0 = -gas.N0 * lindhard(Q).real
    matrix = np.array([[1.0, -v], [-chi0, 1 - chi0 * gas.fxc]])
    external = 1e-3 * e
    total = np.linalg.solve(matrix, np.array([external, 0.0]))[0]
    return total / external


def integrate_continuum(func, Q):
    low, high = 2 * Q - Q**2, 2 * Q + Q**2
    return sum(quad(func, x, y, limit=300, epsabs=1e-10, epsrel=1e-9)[0]
               for x, y in ((0, low), (low, high)))


# Lindhard formula against its momentum-space definition
x, w = np.polynomial.legendre.leggauss(60)
k, wk = (x + 1) / 2, w / 2
K, MU = np.meshgrid(k, x, indexing="ij")
weight = np.outer(wk * k**2, w)
Qt, Ut = 1.3, 0.8
kz, perp2 = K * MU, K**2 * (1 - MU**2)


def pair_term(z):
    return 1 / (1j * Ut + (z**2 + perp2) - ((z + Qt)**2 + perp2))


direct = -np.sum(weight * (pair_term(kz) - pair_term(kz - Qt)))
assert abs(direct - lindhard(Qt, 1j * Ut)) < 1e-8

dilute, dense = make_gas(8.0), make_gas(2.0)

# Compressibility from the total energy, compared with long-wave screening
compress = {}
for gas in (dilute, dense):
    def energy_density(n):
        return n * (0.6 * fermi_energy(n) + xc_data(n)[0])
    h = 1e-3 * gas.n
    curvature = (energy_density(gas.n + h) - 2 * energy_density(gas.n)
                 + energy_density(gas.n - h)) / h**2
    compress[gas.rs] = 1 / (gas.n**2 * curvature)
    Qs = 0.003
    predicted = e**2 * gas.n**2 * compress[gas.rs] / (
        eps0 * (Qs * gas.kF)**2)
    # finite step and finite q both leave relative errors near 1e-6
    assert abs((epsilon(gas, Qs).real - 1) / predicted - 1) < 1e-4
assert compress[8.0] < 0 < compress[2.0]
rs_change = brentq(lambda r: make_gas(r).g - 1, 2, 10)

# Allowed branches, stability and the RPA sign on a wave-number grid
grid = np.linspace(0.05, 6, 400)
values = epsilon(dilute, grid).real
assert np.all((values < 0) | (values > 1)) and np.any(values < 0)
assert np.all(epsilon(dense, grid).real > 1)
assert np.all(epsilon(dilute, grid, local_field=False).real > 1)
stability = 1 + (dilute.a / grid**2 - dilute.g) * lindhard(grid).real
assert stability.min() > 0
for Q in (0.5, 1.0, 1.5, 1.9, 2.5):
    for gas in (dilute, dense):
        assert abs(static_from_fields(gas, Q)
                   - 1 / epsilon(gas, Q).real) < 1e-9
Q_inf = brentq(lambda Q: static_from_fields(dilute, Q), 1.0, 1.99)
assert abs(dilute.g * lindhard(Q_inf).real - 1) < 1e-8
assert epsilon(dilute, Q_inf - 0.01).real < 0
assert epsilon(dilute, Q_inf + 0.01).real > 1


def dispersion_tests(gas, Q):
    top = 2 * Q + Q**2

    def loss(W):
        return -(1 / epsilon(gas, Q, W)).imag

    def denom(W):
        return 1 + (gas.a / Q**2 - gas.g) * lindhard(Q, W).real
    sample = np.linspace(0.003, top * 0.999, 301)
    assert min(loss(W) for W in sample) > -1e-12
    continuum = 2 / np.pi * integrate_continuum(lambda W: loss(W) / W, Q)
    strength = integrate_continuum(lambda W: W * loss(W), Q)
    plasmon, Wpl = 0.0, None
    if denom(top * (1 + 1e-10)) < 0:
        Wpl = brentq(denom, top * (1 + 1e-10), 50)
        slope = (denom(Wpl + 1e-4) - denom(Wpl - 1e-4)) / 2e-4
        residue = -gas.a * lindhard(Q, Wpl).real / Q**2 / slope
        plasmon = 2 * residue / Wpl
        strength += np.pi * residue * Wpl
    inverse = 1 - continuum - plasmon
    assert abs(inverse - static_from_fields(gas, Q)) < 1e-5
    sum_ratio = strength / (np.pi / 2 * gas.Wp**2)
    assert abs(sum_ratio - 1) < 1e-5
    # Dispersion relation for eps itself, with its upper-half-plane pole
    naive = 1 + 2 / np.pi * integrate_continuum(
        lambda W: epsilon(gas, Q, W).imag / W, Q)
    U = brentq(lambda u: gas.g * lindhard(Q, 1j * u).real - 1, 1e-6, 50)
    dL = (lindhard(Q, 1j * (U + 1e-4)).real
          - lindhard(Q, 1j * (U - 1e-4)).real) / 2e-4
    s = gas.a * lindhard(Q, 1j * U).real / Q**2 / (-gas.g * dL)
    pole = -2 * s / U
    static = epsilon(gas, Q).real
    assert abs(naive + pole - static) < 1e-5 * abs(pole)
    assert naive > 1 and static < 0
    # Without the local field no pole term is needed
    rpa = 1 + 2 / np.pi * integrate_continuum(
        lambda W: epsilon(gas, Q, W, False).imag / W, Q)
    assert abs(rpa / epsilon(gas, Q, 0, False).real - 1) < 1e-6
    return SimpleNamespace(continuum=continuum, plasmon=plasmon, Wpl=Wpl,
                           inverse=inverse, sum_ratio=sum_ratio, naive=naive,
                           pole=pole, rate=U * gas.EF / hbar)


spectra = {Q: dispersion_tests(dilute, Q) for Q in (0.5, 1.5)}

# Two electrons on a ring: energies in units of the hopping t, spin singlet.
# The lattice Coulomb interaction is v_q = V/(2 - 2 cos q), q nonzero.
sites, V, harmonic = 16, 2.0, 2
pos = np.arange(sites)
qs = 2 * np.pi * np.arange(1, sites) / sites
vq_all = V / (2 - 2 * np.cos(qs))
pair_v = np.cos(np.outer(pos, qs)) @ vq_all / sites
hop = 2 * np.eye(sites) - np.roll(np.eye(sites), 1, 0) \
    - np.roll(np.eye(sites), -1, 0)
one = np.eye(sites)
kinetic = np.kron(hop, one) + np.kron(one, hop)
interaction = np.diag(pair_v[(pos[:, None] - pos) % sites].ravel())
q_ring = qs[harmonic - 1]
v_ring = vq_all[harmonic - 1]
wave = np.cos(q_ring * pos)
density = (wave[:, None] + wave).ravel()


def sum_over_states(H):
    E, C = np.linalg.eigh(H)
    amplitudes = C[:, 1:].T @ (density * C[:, 0])
    return -2 * np.sum(amplitudes**2 / (E[1:] - E[0])), E[1] - E[0]


def applied_response(H, field=1e-4):
    means = []
    for sign in (1, -1):
        ground = np.linalg.eigh(H + sign * field * np.diag(density))[1][:, 0]
        means.append(ground @ (density * ground))
    return (means[0] - means[1]) / (2 * field)


H_ring = kinetic + interaction
response, gap = sum_over_states(H_ring)
measured = applied_response(H_ring)
assert gap > 0 and abs(measured / response - 1) < 1e-5
ring_inverse = 1 + 2 * v_ring * measured / sites
ring_rpa = 1 - 2 * v_ring * sum_over_states(kinetic)[0] / sites
assert ring_inverse < 0 and ring_rpa > 1

print(f"r_s where compressibility changes sign = {rs_change:.3f}")
for gas in (dilute, dense):
    print(f"--- electron gas r_s = {gas.rs:.1f}")
    print(f"density = {gas.n * 1e-27:.4f} nm^-3")
    print(f"kF = {gas.kF * 1e-9:.4f} nm^-1; EF = {gas.EF / e:.4f} eV")
    print(f"N0 = {gas.N0 * e * 1e-27:.4f} eV^-1 nm^-3")
    print(f"fxc = {gas.fxc / e * 1e27:.5f} eV nm^3")
    print(f"-fxc N0 = {gas.g:.4f}; e^2 N0/(eps0 kF^2) = {gas.a:.4f}")
    print(f"compressibility K = {compress[gas.rs]:.4e} Pa^-1")
    print(f"plasma energy = {gas.Wp * gas.EF / e:.4f} eV")
    print("q/kF, L, P, G, eps_RPA, eps, 1/eps (all dimensionless)")
    for Q in (0.5, 1.0, 1.5, 1.9, 2.5):
        L = lindhard(Q).real
        print(f"{Q:.1f} {L:.4f} {gas.a * L / Q**2:.4f} "
              f"{gas.g * Q**2 / gas.a:.4f} "
              f"{epsilon(gas, Q, 0, False).real:.4f} "
              f"{epsilon(gas, Q).real:.4f} "
              f"{static_from_fields(gas, Q):.5f}")
print("--- r_s = 8: sign change and spectral tests")
print(f"eps infinite at q/kF = {Q_inf:.4f}, "
      f"q = {Q_inf * dilute.kF * 1e-9:.4f} nm^-1")
print(f"smallest 1+(1-G)P on grid 0.05 to 6 kF = {stability.min():.4f}")
for Q, r in spectra.items():
    print(f"q/kF = {Q:.1f}: continuum part of 1-1/eps = {r.continuum:.5f}")
    print(f"  plasmon part of 1-1/eps = {r.plasmon:.5f}")
    if r.Wpl is None:
        print("  no undamped plasmon above the continuum")
    else:
        print(f"  plasmon energy = {r.Wpl * dilute.EF / e:.4f} eV")
    print(f"  1/eps from spectrum = {r.inverse:.5f}")
    print(f"  strength sum / exact sum-rule value = {r.sum_ratio:.7f}")
    print(f"  eps from naive dispersion relation = {r.naive:.4f}")
    print(f"  pole term = {r.pole:.4f}; sum = {r.naive + r.pole:.4f}")
    print(f"  runaway rate u = {r.rate:.4e} s^-1")
print(f"--- ring: {sites} sites, 2 electrons, V/t = {V:.1f}")
print(f"q = {q_ring:.5f} per site spacing; v_q/t = {v_ring:.4f}")
print(f"excitation gap/t = {gap:.5f}")
print(f"response t*A/phi: applied = {measured:.5f}, states = {response:.5f}")
print(f"1/eps = {ring_inverse:.5f}; eps = {1 / ring_inverse:.5f}")
print(f"eps_RPA from noninteracting response = {ring_rpa:.5f}")
print("success")
```

Printed output:

```
r_s where compressibility changes sign = 5.250
--- electron gas r_s = 8.0
density = 3.1466 nm^-3
kF = 4.5334 nm^-1; EF = 0.7830 eV
N0 = 6.0279 eV^-1 nm^-3
fxc = -0.26358 eV nm^3
-fxc N0 = 1.5889; e^2 N0/(eps0 kF^2) = 5.3075
compressibility K = -6.4532e-09 Pa^-1
plasma energy = 2.0829 eV
q/kF, L, P, G, eps_RPA, eps, 1/eps (all dimensionless)
0.5 0.9789 20.7820 0.0748 21.7820 -36.4229 -0.02746
1.0 0.9120 4.8403 0.2994 5.8403 -9.7802 -0.10225
1.5 0.7838 1.8488 0.6736 2.8488 -6.5368 -0.15298
1.9 0.5940 0.8733 1.0807 1.8733 16.5334 0.06048
2.5 0.2528 0.2147 1.8710 1.2147 1.3588 0.73593
--- electron gas r_s = 2.0
density = 201.3808 nm^-3
kF = 18.1334 nm^-1; EF = 12.5280 eV
N0 = 24.1117 eV^-1 nm^-3
fxc = -0.01473 eV nm^3
-fxc N0 = 0.3553; e^2 N0/(eps0 kF^2) = 1.3269
compressibility K = 5.7556e-12 Pa^-1
plasma energy = 16.6635 eV
q/kF, L, P, G, eps_RPA, eps, 1/eps (all dimensionless)
0.5 0.9789 5.1955 0.0669 6.1955 8.9656 0.11154
1.0 0.9120 1.2101 0.2677 2.2101 2.7900 0.35842
1.5 0.7838 0.4622 0.6024 1.4622 1.6406 0.60954
1.9 0.5940 0.2183 0.9665 1.2183 1.2767 0.78326
2.5 0.2528 0.0537 1.6734 1.0537 1.0590 0.94432
--- r_s = 8: sign change and spectral tests
eps infinite at q/kF = 1.8455, q = 8.3661 nm^-1
smallest 1+(1-G)P on grid 0.05 to 6 kF = 0.8126
q/kF = 0.5: continuum part of 1-1/eps = 0.05118
  plasmon part of 1-1/eps = 0.97628
  plasmon energy = 2.1051 eV
  1/eps from spectrum = -0.02746
  strength sum / exact sum-rule value = 1.0000000
  eps from naive dispersion relation = 23.7436
  pole term = -60.1665; sum = -36.4229
  runaway rate u = 3.2059e+14 s^-1
q/kF = 1.5: continuum part of 1-1/eps = 1.15298
  plasmon part of 1-1/eps = 0.00000
  no undamped plasmon above the continuum
  1/eps from spectrum = -0.15298
  strength sum / exact sum-rule value = 1.0000000
  eps from naive dispersion relation = 7.4630
  pole term = -13.9997; sum = -6.5368
  runaway rate u = 4.0077e+14 s^-1
--- ring: 16 sites, 2 electrons, V/t = 2.0
q = 0.78540 per site spacing; v_q/t = 3.4142
excitation gap/t = 0.07353
response t*A/phi: applied = -9.19577, states = -9.19577
1/eps = -2.92454; eps = -0.34193
eps_RPA from noninteracting response = 2.45711
success
```
